**Hall coefficient and activated mobility of Volger's polycrystal**

For thin resistive boundaries, the program examines \(\rho/\rho_1=1+\delta(\mu_1/\mu_2)(n_1/n_2)\) and \(R/R_1=1+2\delta\mu_2/\mu_1+\delta^2n_1/n_2\). Here \(\rho\) is resistivity, \(R\) the Hall coefficient, \(n\) carrier density, \(\mu\) mobility and \(\delta\) the ratio of layer thickness to period; subscripts 1 and 2 denote grain and boundary. A periodic three-dimensional finite-element solution with the full magnetic conductivity tensor is compared with both formulas at five temperatures. Further assertions cover the averaging identity in a random medium, the grain, face and edge weights, the voltage shares, the activation energy, the low-temperature mobility limit and the thick-wall correction. At 300 K the formulas give a resistivity 159 times that of the grains, but a Hall coefficient only 6 % above the grain value. The Hall mobility is then 0.67 cm²/Vs, although the grain mobility is 100 cm²/Vs. At 220 K the Hall coefficient is about three times the grain value, so it no longer gives the grain density directly. The output also sizes neglected effects, including a WKB tunnelling factor of 2.7 in the over-barrier current at 300 K.

## Program and output

```python
"""Volger model: cubic grains with thin resistive layers on every face.

Result under test, for thin layers and weak magnetic field:
  rho/rho1 = 1 + delta*(mu1/mu2)*(n1/n2)
  R/R1     = 1 + 2*delta*mu2/mu1 + delta**2*(n1/n2)
delta: layer thickness / period; n: carrier density; mu: mobility;
rho: resistivity; R: Hall coefficient; 1: grain; 2: boundary.
The Hall mobility is R/rho in practical units and c*R/rho in Gaussian units.
The independent road is a periodic 3D finite-element solution with the full
magnetic conductivity tensor. Its lengths are in periods, rho1 = R1 = 1.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

# Trilinear shape-function gradients at the eight Gauss points of a unit cube
corners = np.array(list(itertools.product((0, 1), repeat=3)))
gauss_points = 0.5 + (corners - 0.5) / np.sqrt(3)
shape_gradient = np.zeros((8, 3, 8))
for q, point in enumerate(gauss_points):
    for a, corner in enumerate(corners):
        factors = np.where(corner == 1, point, 1 - point)
        for i in range(3):
            shape_gradient[q, i, a] = (2 * corner[i] - 1) * np.prod(np.delete(factors, i))


def solve_cell(nodes, sigma):
    """Effective conductivity and local fields for three unit mean fields."""
    steps = np.diff(nodes)
    count = len(steps)
    index = np.indices((count,) * 3).reshape(3, -1).T
    size = steps[index]
    volume = np.prod(size, axis=1)
    vertices = (index[:, None, :] + corners[None]) % count
    dof = (vertices[..., 0] * count + vertices[..., 1]) * count + vertices[..., 2]
    grad = shape_gradient[None] / size[:, None, :, None]
    flux = np.einsum('eij,eqjb->eqib', sigma, grad)
    stiffness = np.einsum('eqia,eqib->eab', grad, flux, optimize=True)
    stiffness *= volume[:, None, None] / 8
    load = np.einsum('eqia,eij->eaj', grad, sigma, optimize=True)
    load *= volume[:, None, None] / 8
    rows = np.repeat(dof, 8, axis=1).ravel()
    cols = np.tile(dof, (1, 8)).ravel()
    total = count**3
    matrix = coo_matrix((stiffness.ravel(), (rows, cols)), shape=(total, total)).tocsc()
    rhs = np.zeros((total, 3))
    np.add.at(rhs, dof.ravel(), load.reshape(-1, 3))
    factor = splu(matrix[1:, 1:].tocsc(), permc_spec='MMD_AT_PLUS_A',
                  diag_pivot_thresh=0.01, options={'SymmetricMode': True})
    potential = np.zeros((total, 3))
    potential[1:] = factor.solve(rhs[1:])
    field = np.eye(3) - np.einsum('eqia,eaj->eqij', grad, potential[dof], optimize=True)
    mean_field = field.mean(axis=1)
    effective = np.einsum('e,eik,ekj->ij', volume, sigma, mean_field, optimize=True)
    return effective, field, volume


def cross_weight(field):
    """z component of the cross product of fields driven along x and y."""
    product = field[..., 0, 0] * field[..., 1, 1] - field[..., 1, 0] * field[..., 0, 1]
    return product.mean(axis=1)


def polycrystal(delta, density_ratio, mobility_ratio, layer_cells=2, side_cells=5,
                hall_angle=0.01):
    """density_ratio = n1/n2; mobility_ratio = mu2/mu1."""
    side = np.geomspace(delta / 2, 0.5, side_cells + 1)
    layer = np.linspace(-delta / 2, delta / 2, layer_cells + 1)
    nodes = np.concatenate((-side[:0:-1], layer, side[1:]))
    centre = (nodes[1:] + nodes[:-1]) / 2
    position = np.abs(np.array(list(itertools.product(centre, repeat=3))))
    boundary = np.any(position < delta / 2, axis=1)

    def conductivity(rho, hall):
        h = hall * hall_angle
        return np.linalg.inv(np.array([[rho, -h, 0], [h, rho, 0], [0, 0, rho]]))

    grain_sigma = conductivity(1.0, 1.0)
    layer_sigma = conductivity(density_ratio / mobility_ratio, density_ratio)
    sigma = np.where(boundary[:, None, None], layer_sigma, grain_sigma)
    effective, field, volume = solve_cell(nodes, sigma)
    resistivity = np.linalg.inv(effective)
    in_plane_grain = np.all(position[:, :2] > delta / 2, axis=1)
    edge = ~in_plane_grain & np.all(position[:, :2] < 4 * delta, axis=1)
    face = ~in_plane_grain & ~edge
    weight = volume * cross_weight(field)
    local = field.mean(axis=1) @ resistivity[:, 0]
    grain_field = volume[in_plane_grain] @ local[in_plane_grain]
    return {'rho': (resistivity[0, 0] + resistivity[1, 1]) / 2,
            'hall': (resistivity[1, 0] - resistivity[0, 1]) / (2 * hall_angle),
            'weights': [weight[z].sum() for z in (in_plane_grain, face, edge)],
            'long_share': grain_field[0] / resistivity[0, 0],
            'hall_share': grain_field[1] / resistivity[1, 0]}


def volger(delta, density_ratio, mobility_ratio):
    rho = 1 + delta * density_ratio / mobility_ratio
    hall = 1 + 2 * delta * mobility_ratio + delta**2 * density_ratio
    return rho, hall


# Averaging identity on a medium with no symmetry or thin-layer simplification
rng = np.random.default_rng(4)
random_nodes = np.linspace(-0.5, 0.5, 7)
random_sigma = np.exp(rng.normal(size=216))
random_hall = rng.uniform(0.2, 2.0, size=216)
identity = np.eye(3)
rotation = np.array([[0, 1, 0], [-1, 0, 0], [0, 0, 0]])
isotropic = random_sigma[:, None, None] * identity
_, zero_field, random_volume = solve_cell(random_nodes, isotropic)
small = 1e-3
magnetic = isotropic + small * random_hall[:, None, None] * rotation
random_effective, _, _ = solve_cell(random_nodes, magnetic)
direct_hall = (random_effective[0, 1] - random_effective[1, 0]) / (2 * small)
random_weight = random_volume * cross_weight(zero_field)
averaged_hall = random_weight @ random_hall
assert abs(random_weight.sum() - 1) < 1e-9
assert abs(direct_hall / averaged_hall - 1) < 1e-4

# Round model parameters
period_nm, layer_nm, barrier_eV = 1000.0, 2.0, 0.25
density_cm3, mobility_grain, mobility_layer = 1e18, 100.0, 20.0
magnetic_T = 1.0
delta = layer_nm / period_nm
mobility_ratio = mobility_layer / mobility_grain
hall_angle = mobility_grain * 1e-4 * magnetic_T
k_eV = const.k / const.e


def density_ratio_at(temperature):
    return np.exp(barrier_eV / (k_eV * temperature))


def example(temperature, **mesh):
    return polycrystal(delta, density_ratio_at(temperature), mobility_ratio,
                       hall_angle=hall_angle, **mesh)


# Neglected finite-thickness terms are several times delta
temperatures = (220, 250, 300, 350, 400)
table = []
numerical = {}
for temperature in temperatures:
    result = example(temperature)
    numerical[temperature] = result
    rho, hall = volger(delta, density_ratio_at(temperature), mobility_ratio)
    assert abs(result['rho'] / rho - 1) < 8 * delta
    assert abs(result['hall'] / hall - 1) < 8 * delta
    table.append((temperature, rho, hall, result['rho'], result['hall']))
fine = example(300, layer_cells=4, side_cells=6)
rho_shift = fine['rho'] / numerical[300]['rho'] - 1
hall_shift = fine['hall'] / numerical[300]['hall'] - 1
assert max(abs(rho_shift), abs(hall_shift)) < 0.005
rho_300, hall_300 = volger(delta, density_ratio_at(300), mobility_ratio)
assert abs(fine['long_share'] - 1 / rho_300) < 0.001
assert abs(fine['hall_share'] - 1 / hall_300) < 0.015

# Grain, face and edge weights where none of the three is small
weight_case = polycrystal(delta, 100.0, mobility_ratio, layer_cells=4, side_cells=6)
grain_fraction = 1 / volger(delta, 100.0, mobility_ratio)[0]
weight_formula = [grain_fraction**2, 2 * grain_fraction * (1 - grain_fraction),
                  (1 - grain_fraction)**2]
assert np.allclose(weight_case['weights'], weight_formula, atol=0.015)

# Activation energy from independent numerical solutions at nearby temperatures
cold, hot = example(290), example(310)
log_change = np.log(cold['hall'] / cold['rho']) - np.log(hot['hall'] / hot['rho'])
activation_numerical = -log_change / (1 / (k_eV * 290) - 1 / (k_eV * 310))
series_term = rho_300 - 1
edge_term = delta**2 * density_ratio_at(300)
activation_formula = barrier_eV * (series_term / (1 + series_term) - edge_term / hall_300)
assert abs(activation_numerical - activation_formula) < 0.002

# Low-temperature plateau and the correction for nearly insulating thick walls
plateau_case = polycrystal(0.02, 1e6, mobility_ratio)
plateau_numerical = plateau_case['hall'] / plateau_case['rho']
assert abs(plateau_numerical / (0.02 * mobility_ratio) - 1) < 0.06
wall_case = polycrystal(0.04, 1.0, 1e-3)
assert abs(wall_case['hall'] - 1 / (1 - 0.04)) < 0.01

upper_T = barrier_eV / (k_eV * np.log(mobility_ratio / delta))
lower_T = barrier_eV / (k_eV * np.log(1 / delta**2))
assert abs(volger(delta, density_ratio_at(upper_T), mobility_ratio)[0] - 2) < 1e-8

# Effects outside the model, sized with rough silicon-like material parameters
permittivity, transport_mass, dos_mass, mass_ratio = 11.7, 0.3, 1.1, 5.0
mass = transport_mass * const.m_e
density = density_cm3 * 1e6
barrier = barrier_eV * const.e
depletion = np.sqrt(2 * permittivity * const.epsilon_0 * barrier / (const.e**2 * density))


def equivalent_width(temperature):
    """Rectangular width with the same series resistance as the depletion barrier."""
    strength = barrier_eV / (k_eV * temperature)
    return 2 * depletion * quad(lambda s: np.exp(strength * ((1 - s)**2 - 1)), 0, 1)[0]


width_energy = np.log(equivalent_width(290) / equivalent_width(310))
width_energy /= 1 / (k_eV * 290) - 1 / (k_eV * 310)
thermal = const.k * 300
speed = np.sqrt(8 * thermal / (np.pi * mass))
flux_speed = np.sqrt(thermal / (2 * np.pi * mass)) * quad(lambda x: np.exp(-x), 0, 50)[0]
assert abs(flux_speed / (speed / 4) - 1) < 1e-8
thermionic_ratio = (thermal / const.e) * mobility_layer * 1e-4 / (flux_speed * layer_nm * 1e-9)
free_path = speed * mobility_layer * 1e-4 * mass / const.e


def tunnelling_factor(temperature):
    """WKB plus over-barrier current, divided by over-barrier current."""
    strength = barrier_eV / (k_eV * temperature)
    scale = 4 * depletion * np.sqrt(2 * mass * barrier) / const.hbar

    def integrand(energy):
        end = 1 - np.sqrt(energy)
        action = quad(lambda s: np.sqrt(max((1 - s)**2 - energy, 0)), 0, end)[0]
        return strength * np.exp(strength * (1 - energy) - scale * action)

    return 1 + quad(integrand, 0, 1, epsrel=1e-5)[0]


def fermi_density(eta):
    return 2 / np.sqrt(np.pi) * quad(
        lambda x: 2 * x**2 / (1 + np.exp(x**2 - eta)), 0, 8)[0]


band_density = 2 * (dos_mass * const.m_e * thermal / (2 * np.pi * const.hbar**2))**1.5
filling = density / band_density
eta = brentq(lambda x: fermi_density(x) - filling, -9, 3)
exact_ratio = filling / fermi_density(eta - barrier_eV / (k_eV * 300))
degeneracy_change = exact_ratio / density_ratio_at(300) - 1

valley_field = 1e-3
valley_sum = np.zeros((3, 3))
for axis in range(3):
    masses = np.ones(3)
    masses[axis] = mass_ratio
    valley_sum += np.linalg.inv(np.diag(masses) - valley_field * rotation) / 3
valley_rho = np.linalg.inv(valley_sum)
valley_factor = (valley_rho[1, 0] - valley_rho[0, 1]) / (2 * valley_field)
valley_formula = 3 * mass_ratio * (mass_ratio + 2) / (2 * mass_ratio + 1)**2
assert abs(valley_factor - valley_formula) < 1e-5


def scattering_factor(power):
    def moment(p):
        return quad(lambda y: 2 * y**(2 * p + 4) * np.exp(-y**2), 0, 10)[0]
    return moment(2 * power) * moment(0) / moment(power)**2


phonon_factor, impurity_factor = scattering_factor(-0.5), scattering_factor(1.5)
assert abs(phonon_factor - 3 * np.pi / 8) < 1e-7
assert abs(impurity_factor - 315 * np.pi / 512) < 1e-7
spread_eV = 0.02
spread = spread_eV / (k_eV * 300)
spread_factor = quad(lambda x: np.exp(spread * x - x**2 / 2) / np.sqrt(2 * np.pi), -10, 10)[0]

rho_grain = 1 / (density_cm3 * const.e * mobility_grain)
hall_grain = 1 / (density_cm3 * const.e)
charge_esu = const.e * const.c * 10
hall_gaussian = 1 / (density_cm3 * charge_esu * const.c * 100)
print(f"Period {period_nm:.0f} nm; layer {layer_nm:.1f} nm; delta {delta:.4f}")
print(f"Barrier {barrier_eV:.3f} eV; grain density {density_cm3:.2e} cm^-3")
print(f"Grain, layer mobility {mobility_grain:.1f}, {mobility_layer:.1f} cm^2/Vs")
print(f"Magnetic field {magnetic_T:.1f} T; grain Hall angle {hall_angle:.4f} rad")
print(f"Grain resistivity {rho_grain:.5f} ohm cm")
print(f"Grain Hall coefficient {hall_grain:.4f} cm^3/C")
print(f"Same, Gaussian {hall_gaussian:.4e} s cm^2/statC")
print(f"kT at 300 K {k_eV*300:.5f} eV; n1/n2 {density_ratio_at(300):.1f}")
print(f"Layer density at 300 K {density_cm3/density_ratio_at(300):.3e} cm^-3")
print("Formula: T (K), rho/rho1, R/R1, Hall mobility (cm^2/Vs), Hall density (cm^-3)")
for temperature, rho, hall, _, _ in table:
    print(f"{temperature:3d} {rho:.3f} {hall:.5f} {mobility_grain*hall/rho:.5f}"
          f" {density_cm3/hall:.4e}")
print("Finite elements: T (K), rho/rho1, R/R1, Hall mobility (cm^2/Vs)")
for temperature, _, _, rho, hall in table:
    print(f"{temperature:3d} {rho:.3f} {hall:.5f} {mobility_grain*hall/rho:.5f}")
print(f"Mesh shift at 300 K: rho {100*rho_shift:.4f} %, R {100*hall_shift:.4f} %")
print(f"300 K resistivity {rho_grain*rho_300:.4f} ohm cm")
print(f"300 K Hall coefficient {hall_grain*hall_300:.4f} cm^3/C")
print(f"300 K face, edge terms in R/R1 {2*delta*mobility_ratio:.5f}, {edge_term:.5f}")
print(f"300 K grain share: longitudinal voltage {100*fine['long_share']:.3f} %")
print(f"300 K grain share: Hall voltage {100*fine['hall_share']:.3f} %")
print(f"Activation at 300 K: formula {activation_formula:.5f} eV")
print(f"Activation, 290-310 K finite elements {activation_numerical:.5f} eV")
print(f"Window ends: Y=1 at {lower_T:.1f} K, X=1 at {upper_T:.1f} K")
print(f"Low-temperature Hall mobility limit {delta*mobility_layer:.4f} cm^2/Vs")
print("Weight test, n1/n2=100: grain, face, edge (dimensionless)")
print("Formula " + " ".join(f"{x:.4f}" for x in weight_formula))
print("Finite elements " + " ".join(f"{x:.4f}" for x in weight_case['weights']))
print(f"Random medium Hall average/direct {averaged_hall/direct_hall:.7f}")
print(f"Thick-wall test, delta=0.04: R/R1 {wall_case['hall']:.5f}; L/(L-d) {1/0.96:.5f}")
print(f"Rough inputs: permittivity {permittivity:.1f}; transport mass {transport_mass:.2f} m")
print(f"Rough inputs: DOS mass {dos_mass:.2f} m; valley mass ratio {mass_ratio:.1f}")
print(f"Depletion width, both sides {2*depletion*1e9:.3f} nm")
print(f"Trapped charge density {2*density*depletion*1e-4:.3e} cm^-2")
print(f"Equivalent barrier width at 300 K {equivalent_width(300)*1e9:.3f} nm")
print(f"Activation shift from changing width {width_energy:.5f} eV")
print(f"Thermionic/diffusive resistance at 300 K {thermionic_ratio:.3f}")
print(f"Layer mean free path at 300 K {free_path*1e9:.3f} nm")
print(f"Tunnelling current factor: 300 K {tunnelling_factor(300):.3f},"
      f" 220 K {tunnelling_factor(220):.3f}")
print(f"Degeneracy change of n1/n2 at 300 K {100*degeneracy_change:.3f} %")
print(f"Hall factor from anisotropic valleys {valley_factor:.4f}")
print(f"Hall factor: phonons {phonon_factor:.4f}, ionized impurities {impurity_factor:.4f}")
print(f"Barrier spread {spread_eV:.3f} eV: mean-resistance factor {spread_factor:.3f}")
print(f"Activation shift if layer mobility varies as T^-1.5: {-1.5*k_eV*300:.5f} eV")
print(f"Field for kT/e per boundary at 300 K {k_eV*300/(period_nm*1e-7):.2f} V/cm")
print("finished without a failed check")
```

Printed output:

```
Period 1000 nm; layer 2.0 nm; delta 0.0020
Barrier 0.250 eV; grain density 1.00e+18 cm^-3
Grain, layer mobility 100.0, 20.0 cm^2/Vs
Magnetic field 1.0 T; grain Hall angle 0.0100 rad
Grain resistivity 0.06242 ohm cm
Grain Hall coefficient 6.2415 cm^3/C
Same, Gaussian 6.9446e-20 s cm^2/statC
kT at 300 K 0.02585 eV; n1/n2 15842.2
Layer density at 300 K 6.312e+13 cm^-3
Formula: T (K), rho/rho1, R/R1, Hall mobility (cm^2/Vs), Hall density (cm^-3)
220 5334.603 3.13424 0.05875 3.1906e+17
250 1096.918 1.43917 0.13120 6.9485e+17
300 159.422 1.06417 0.66752 9.3970e+17
350 40.796 1.01672 2.49219 9.8356e+17
400 15.121 1.00645 6.65602 9.9359e+17
Finite elements: T (K), rho/rho1, R/R1, Hall mobility (cm^2/Vs)
220 5337.955 3.13891 0.05880
250 1097.609 1.44172 0.13135
300 159.523 1.06625 0.66840
350 40.823 1.01874 2.49549
400 15.132 1.00846 6.66451
Mesh shift at 300 K: rho 0.0226 %, R 0.0026 %
300 K resistivity 9.9503 ohm cm
300 K Hall coefficient 6.6420 cm^3/C
300 K face, edge terms in R/R1 0.00080, 0.06337
300 K grain share: longitudinal voltage 0.669 %
300 K grain share: Hall voltage 93.824 %
Activation at 300 K: formula 0.23354 eV
Activation, 290-310 K finite elements 0.23318 eV
Window ends: Y=1 at 233.4 K, X=1 at 630.0 K
Low-temperature Hall mobility limit 0.0400 cm^2/Vs
Weight test, n1/n2=100: grain, face, edge (dimensionless)
Formula 0.2500 0.5000 0.2500
Finite elements 0.2505 0.4946 0.2549
Random medium Hall average/direct 1.0000000
Thick-wall test, delta=0.04: R/R1 1.04141; L/(L-d) 1.04167
Rough inputs: permittivity 11.7; transport mass 0.30 m
Rough inputs: DOS mass 1.10 m; valley mass ratio 5.0
Depletion width, both sides 35.961 nm
Trapped charge density 3.596e+12 cm^-2
Equivalent barrier width at 300 K 1.977 nm
Activation shift from changing width -0.02781 eV
Thermionic/diffusive resistance at 300 K 0.526
Layer mean free path at 300 K 0.670 nm
Tunnelling current factor: 300 K 2.740, 220 K 4.452
Degeneracy change of n1/n2 at 300 K -1.213 %
Hall factor from anisotropic valleys 0.8678
Hall factor: phonons 1.1781, ionized impurities 1.9328
Barrier spread 0.020 eV: mean-resistance factor 1.349
Activation shift if layer mobility varies as T^-1.5: -0.03878 eV
Field for kT/e per boundary at 300 K 258.52 V/cm
finished without a failed check
```
